# Hubbard U from bare and self-consistent occupation responses

## Problem

In a density-functional calculation for an oxide such as hafnia, a small potential shift $\alpha$ is applied to the localized d orbitals of one metal site. This adds $\alpha n$ to the energy, where $n$ is the total occupation of those orbitals, both spins included. A positive $\alpha$ raises the orbital energies, so electrons leave and $dn/d\alpha$ is negative.

Two responses are given:

- the bare response $\chi_0=-0.50\ \mathrm{eV^{-1}}$, taken with the Hartree and exchange-correlation potential frozen at its unperturbed form;
- the self-consistent response $\chi=-0.20\ \mathrm{eV^{-1}}$, taken after that potential has adjusted to the new density.

Find the Hubbard interaction $U$ of the site. Determine also how errors in the two responses affect it, and what changes when the site is not isolated.

Three assumptions define the single-site problem. The shift is small enough for a linear response, the ground state is stable and has a gap, and the potential induced on the site is proportional to the change of its own occupation.

## First estimate by scaling

An interaction $U$ is an energy per electron of occupation change, so an inverse response has the right unit. Suppose that the site resists a change of occupation mainly through its interaction. When $|\delta n|$ electrons leave, the site potential falls by about $U|\delta n|$, and this must nearly cancel the applied shift:

$$
\alpha\sim U|\delta n|,\qquad |\delta n|=|\chi|\alpha
\quad\Rightarrow\quad
U\sim\frac{1}{|\chi|}=\frac{1}{0.20}\ \mathrm{eV}=5\ \mathrm{eV}.
$$

This ignores the resistance that electrons without interaction would offer. The bare response shows that this resistance exists, since $\chi_0$ is finite.

## Exact solution within linear response

Let $\delta v$ be the total potential change on the site. The bare response describes how the orbitals react to a potential, whatever its origin:

$$
\delta n=\chi_0\,\delta v .
$$

The total change contains the applied shift and the induced potential. The interaction $U$ is defined as the derivative of the induced potential with respect to $n$, so

$$
\delta v=\alpha+U\,\delta n .
$$

Substitute the second equation into the first and collect the terms in $\delta n$:

$$
\delta n=\chi_0\alpha+\chi_0U\,\delta n
\quad\Rightarrow\quad
(1-U\chi_0)\,\delta n=\chi_0\alpha .
$$

Since $\chi=\delta n/\alpha$,

$$
\chi=\frac{\chi_0}{1-U\chi_0}.
$$

Taking the reciprocal separates the two contributions:

$$
\frac1\chi=\frac{1-U\chi_0}{\chi_0}=\frac1{\chi_0}-U
\quad\Rightarrow\quad
\boxed{U=\frac1{\chi_0}-\frac1\chi}.
$$

With the given values,

$$
U=\frac{1}{-0.50}\ \mathrm{eV}-\frac{1}{-0.20}\ \mathrm{eV}
=-2\ \mathrm{eV}+5\ \mathrm{eV}=3\ \mathrm{eV}.
$$

As a check, $1-U\chi_0=1+3\times0.50=2.5$, which equals $\chi_0/\chi=0.50/0.20$. The interaction reduces the response by this factor.

### Meaning as an energy curvature

Let $E(n)$ be the lowest energy at a prescribed site occupation. With the shift applied, $n$ minimizes $E(n)+\alpha n$, hence $dE/dn=-\alpha$. Differentiating with respect to $\alpha$ gives

$$
\frac{d^2E}{dn^2}\frac{dn}{d\alpha}=-1
\quad\Rightarrow\quad
\frac{d^2E}{dn^2}=-\frac1\chi=5\ \mathrm{eV}.
$$

The same argument for electrons in the frozen potential gives a curvature $-1/\chi_0=2\ \mathrm{eV}$. This part is the cost of changing the hybridization between the site and its surroundings. Subtracting it leaves the interaction part, 3 eV.

## Comparison of estimate and solution

The ratio of the scaling estimate to the solution follows from the boxed formula. Because both responses are negative, $1/|\chi|=-1/\chi$, and

$$
\frac{1/|\chi|}{U}=\frac{-1/\chi}{1/\chi_0-1/\chi}
=\frac{1}{1-\chi/\chi_0}=\frac{1}{1-0.4}\approx1.67 .
$$

The estimate is too large by 2 eV, or 67 % of the solution. It becomes accurate when $|\chi|\ll|\chi_0|$, that is, when $U|\chi_0|\gg1$. Here $U|\chi_0|=1.5$, so hybridization and interaction are comparable.

The opposite limit is weak interaction. Expanding $\chi$ to first order in $U$ gives $\chi\approx\chi_0+U\chi_0^2$, so

$$
U\approx\frac{\chi-\chi_0}{\chi_0^2}
=\frac{0.30}{0.25}\ \mathrm{eV}=1.2\ \mathrm{eV}.
$$

The full formula can be written $U=(\chi-\chi_0)/(\chi_0\chi)$, so this limit is too small by the factor $\chi/\chi_0=0.4$. The two limits, 1.2 eV and 5 eV, lie on either side of 3 eV, and neither can replace the inversion here.

## A model in which the interaction is known

Take five metal d orbitals, each coupled by a hopping $t$ to one ligand orbital. The metal level lies $\Delta$ above the ligand level, and ten electrons fill the five lower states. Each pair has the energies $(\Delta\pm R)/2$, with $R=\sqrt{\Delta^2+4t^2}$, so $R$ is the gap. The metal weight of the lower state is the derivative of its energy with respect to $\Delta$, namely $(1-\Delta/R)/2$. Therefore

$$
n=5\left(1-\frac{\Delta}{R}\right),\qquad
\chi_0=\frac{dn}{d\Delta}
=-5\left(\frac1R-\frac{\Delta^2}{R^3}\right)
=-\frac{20t^2}{R^3}.
$$

The last step uses $R^2-\Delta^2=4t^2$. For $R=4$ eV, $t=1.265$ eV and $\Delta=3.098$ eV, these formulas give $n=1.127$ and $\chi_0=-0.50\ \mathrm{eV^{-1}}$.

Now let the metal potential change by $U\,\delta n$ with $U=3$ eV. Iterating the model to self-consistency and differentiating numerically gives $\chi=-0.200\ \mathrm{eV^{-1}}$, and the inversion returns 3.000 eV. The curvatures of the constrained energy, computed separately, are 2.000 eV without the interaction and 5.000 eV with it.

### Where the bare response appears in the iteration

Start from the converged unperturbed state and switch on $\alpha$. The first output occupation, before mixing, is produced by the old interaction potential plus $\alpha$, so it supplies $\chi_0$. For $\alpha=0.05$ eV the model's first change is $-0.0246$ electrons and its converged change is $-0.0100$. Dividing by $\alpha$ gives about $-0.49$ and $-0.20\ \mathrm{eV^{-1}}$. The first ratio differs slightly from $-0.50$ because the shift is finite.

Let $x_k$ be the occupation change after cycle $k$, and let a fraction $\beta$ of the difference between output and input be added each time:

$$
x_{k+1}=x_k+\beta\left[\chi_0(\alpha+Ux_k)-x_k\right].
$$

The converged value $x_*$ makes the bracket vanish. Subtracting $x_*$ from both sides gives

$$
x_{k+1}-x_*=\left[1-\beta(1-U\chi_0)\right](x_k-x_*)
=(1-2.5\beta)(x_k-x_*).
$$

The error shrinks if $|1-2.5\beta|<1$, which means $0<\beta<0.8$. In the model, 300 cycles with $\beta=0.75$ reach the converged value to within rounding error (the printed $2\times10^{-14}$ electrons reflects the tolerance of the reference value). With $\beta=0.85$ the occupation ends up alternating between two values, with errors of about 0.75 and 0.43 electrons in successive cycles. Unmixed iteration, $\beta=1$, also alternates, with errors of about 3.9 and 1.0 electrons. The linear formula would let these errors grow without limit. They stay finite because the model's output occupation always lies between 0 and 10, and for $\beta\le1$ each new value is a weighted mean of the old value and the output. The linear formula therefore describes only the early growth. The first output still gives the bare response in all three cases, because it precedes any mixing.

## Accuracy of the inversion

For small errors, differentiation of the boxed formula gives

$$
\delta U=-\frac{\delta\chi_0}{\chi_0^2}+\frac{\delta\chi}{\chi^2}.
$$

An error in $\chi$ is thus weighted $(\chi_0/\chi)^2=6.25$ times more strongly than an equal error in $\chi_0$. If each given response is uncertain by $0.005\ \mathrm{eV^{-1}}$ through rounding, $U$ lies between 2.86 and 3.15 eV.

Suppose next that each occupation carries independent noise with a standard deviation of 0.001 electron, and that the responses are taken from shifts of $\pm0.1$ eV. Each response then has the standard deviation

$$
\frac{\sqrt2\times0.001}{0.2}\ \mathrm{eV^{-1}}=0.0071\ \mathrm{eV^{-1}}.
$$

With the unrounded value 0.00707, the contributions to the error of $U$ are $0.00707/0.25=0.028$ eV from $\chi_0$ and $0.00707/0.04=0.177$ eV from $\chi$. Added in quadrature they give 0.18 eV, and random sampling gives the same value to two digits.

The shift must also stay in the linear range. In the model, a single shift of $+0.1$ eV yields $U=2.965$ eV, while the symmetric pair yields 3.001 eV. The symmetric difference cancels the quadratic term of $n(\alpha)$. For these numbers the occupation noise matters far more than the remaining curvature.

## When the site is not isolated

**Ligand reaction.** In the closed metal-ligand model, an electron that leaves the metal enters the ligand. Write $x$ for the metal change, so the ligand change is $-x$. With on-site interactions $U_d$ and $U_p$ and a mutual interaction $V$, the potentials change by

$$
\delta v_d=\alpha+U_dx-Vx,\qquad \delta v_p=-U_px+Vx .
$$

A common shift of both levels moves no charge, so only the difference matters:

$$
\delta v_d-\delta v_p=\alpha+(U_d+U_p-2V)x .
$$

The scalar inversion therefore returns $U_d+U_p-2V$. With 5, 4 and 3 eV respectively, this is again 3 eV, although the metal interaction is 5 eV. The two given responses cannot distinguish this case from an isolated site with $U=3$ eV.

**Other metal sites.** For several sites, $\delta n$ and $\alpha$ become vectors, and the responses and interactions become matrices. The same elimination gives $K=\chi_0^{-1}-\chi^{-1}$, provided that the inverses exist. The on-site interaction is a diagonal element of $K$, which in general differs from the value obtained by inverting diagonal responses one at a time.

To size the difference, consider a periodic face-centred cubic lattice of 32 sites with twelve neighbours each. The diagonal responses are held at $-0.50$ and $-0.20\ \mathrm{eV^{-1}}$. Let each neighbour have a bare response of 5 % of the diagonal magnitude and opposite sign. The on-site interaction is then 2.96 eV. Adding an interaction of 0.5 eV between neighbours raises it to 3.6 eV.

Two effects set the direction of the second change, and here they act together. Electrons leaving the central site lower the neighbours' potentials, so the neighbours gain electrons. The assumed bare response between sites also moves electrons from the central site to its neighbours. Their added charge raises the central potential and drives out more electrons. A larger on-site interaction is needed to keep the total response at $-0.20\ \mathrm{eV^{-1}}$.

## Relation to hafnia

The model gap of 4 eV is roughly that of hafnia in semilocal density-functional theory; the measured gap is larger. The hafnium 5d shell is formally empty, and the model's 1.13 d electrons arise from hybridization with the ligands. The two responses are posed round values, not results for hafnia, so 3 eV is not a recommended parameter for that material. Five equal metal-ligand pairs also leave out crystal-field splitting, band dispersion and the low symmetry of the ferroelectric phase.

Thermal excitation is negligible in the model: at 300 K the factor $\exp(-R/2k_BT)$ is about $10^{-34}$. The assumption of an isolated site needs checking in a real crystal. For the neighbour parameters assumed above, dropping it moves the result from 3.0 to 3.6 eV, a change of about 20 % (enlarging the cell from 32 to 256 sites lowers the value from 3.61 to 3.56 eV and the change to 19 %). A calculated $U$ for hafnia therefore needs a response matrix converged with supercell size. It should be used with the same orbital projectors that defined $n$, since another projector changes both responses. The numerical output below lists the main values.

## Table of computed values

```
Given bare response: -0.50 1/eV
Given self-consistent response: -0.20 1/eV
Inverse bare response: -2.00 eV
Inverse self-consistent response: -5.00 eV
Hubbard U: 3.00 eV
Screening factor chi0/chi: 2.50 (no unit)
Model gap: 4.00 eV
Model level offset: 3.0984 eV
Model hopping: 1.2649 eV
Model metal d occupation: 1.1270 electrons
Model bare response: -0.50000 1/eV
Model self-consistent response: -0.20000 1/eV
U recovered from model: 3.0000 eV
Energy curvature without interaction: 2.0000 eV
Energy curvature with interaction: 5.0000 eV
Shift in mixing test: 0.05 eV
First-cycle occupation change: -0.02464 electrons
Converged occupation change: -0.00998 electrons
Largest stable mixing fraction: 0.80 (no unit)
Error after 300 cycles, mixing 0.75: 2.4e-14 electrons
Error after 300 cycles, mixing 0.85: 0.751 electrons
Error after 300 cycles, mixing 1.00: 3.924 electrons
U range from rounding by 0.005 1/eV: 2.858 to 3.148 eV
Shift for noise and curvature estimates: 0.10 eV
Occupation noise: 0.0010 electrons
Resulting response error: 0.00707 1/eV
U error from bare response: 0.028 eV
U error from self-consistent response: 0.177 eV
Total propagated U error: 0.179 eV
U error from random sampling: 0.180 eV
U from one-sided differences: 2.9649 eV
U from symmetric differences: 3.0014 eV
Pair model metal interaction: 5.00 eV
Pair model ligand interaction: 4.00 eV
Pair model metal-ligand interaction: 3.00 eV
Pair model U from scalar inversion: 3.0000 eV
Lattice sites: 32
Neighbour share of bare response: 5.0 %
Neighbour interaction: 0.50 eV
On-site U, neighbour response only: 2.957 eV
On-site U, response and interaction: 3.615 eV
Thermal energy at 300 K: 0.02585 eV
Thermal factor exp(-gap/2kT): 2.5e-34 (no unit)
```
